\section*{Pseudized ionic charge in the Kresse–Joubert PAW electrostatic energy, part 1}

(Sections cited here and not found follow in the second part.)

\section{From the full charge to a smooth charge and sphere terms}

An atom in a molecule or a solid carries charge on very different length scales. Its nucleus is practically a point, its core electrons sit close to that point, and its valence electrons spread into the region between the atoms. A uniform grid or a moderate set of plane waves can represent the spread-out part, but it cannot resolve the nucleus or the core. The Coulomb interaction nevertheless couples all of these charges, including charges on distant atoms. The question is how nucleus and core can be replaced by a soft charge in the part of the calculation that extends over all space, and what must then be added near each atom to recover the energy of the original charges.

Hartree atomic units are used, and charge density is counted in units of electrons: an electron density is positive and a nuclear density is negative. The electrostatic energy is quadratic in the charge, so this choice leaves it unchanged. For two densities define
\begin{equation}
(f|g)=\iint\frac{f(\mathbf r)g(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',
\qquad
v_H[f](\mathbf r)=\int\frac{f(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'.
\end{equation}
Then $(f|g)=\int v_H[f]\,g\,d^3r$, and the Hartree energy of $f$ is $E_H[f]=\tfrac12(f|f)$. First consider a finite system, for which these integrals need no convention at large distance.

Atom $a$ has a nucleus of charge number $Z_a$ at $\mathbf R_a$ and a frozen, spherical core density $n_c^a$. Together they form
\begin{equation}
n_{Zc}^a=n_Z^a+n_c^a,\qquad n_Z^a=-Z_a\delta(\mathbf r-\mathbf R_a),
\qquad \int n_{Zc}^a\,d^3r=-Z_a^{\rm ion}.
\end{equation}
Thus $Z_a^{\rm ion}$ is the nuclear charge number minus the number of core electrons. With the valence density $n$, the total charge is $n_T=n+n_{Zc}$, where $n_{Zc}=\sum_a n_{Zc}^a$. The energy sought is $\tfrac12(n_T|n_T)$ without the infinite interaction of each point nucleus with itself. To make the algebra finite, one may first spread each nucleus over a tiny ball, subtract the ball's self-energy, and finally let its radius go to zero. The same self-energy is subtracted on both sides of every identity below.

Around each atom draw a sphere $\Omega_a$. The spheres do not overlap, and each contains its own core. Inside $\Omega_a$, replace $n_{Zc}^a$ by a smooth spherical density $\tilde n_{Zc}^a$ that vanishes outside the sphere and has the same total charge,
\begin{equation}
\int_{\Omega_a}\tilde n_{Zc}^a\,d^3r=-Z_a^{\rm ion}.
\end{equation}
Its shape is otherwise free. This is a charge density for the whole ion, with the nucleus included; it is not merely a smoothed core-electron density.

The valence density is treated in a similar way. Let $\tilde n$ be the smooth density defined everywhere. Inside $\Omega_a$, let $n_a^1$ be the true valence density built from the atomic partial waves and $\tilde n_a^1$ its smooth counterpart. The density is reconstructed as
\begin{equation}
n=\tilde n+\sum_a(n_a^1-\tilde n_a^1),
\end{equation}
where each bracket is confined to its sphere. Smooth and true valence densities generally contain different charge and different higher moments in the sphere. A compensation density $\hat n_a$, also confined to $\Omega_a$, restores them:
\begin{equation}
\int_{\Omega_a}(n_a^1-\tilde n_a^1-\hat n_a)\,s^lY_{lm}^*(\hat{\mathbf s})\,d^3s=0,
\qquad \mathbf s=\mathbf r-\mathbf R_a,
\label{eq:moments}
\end{equation}
for every $l,m$. A finite set of partial waves needs only finitely many such moments, because a product of waves with angular momenta $l_1$ and $l_2$ contains no component with $l>l_1+l_2$.

Write $\hat n=\sum_a\hat n_a$, $\tilde n_{Zc}=\sum_a\tilde n_{Zc}^a$, and
\begin{equation}
\begin{aligned}
\tilde n_T&=\tilde n+\hat n+\tilde n_{Zc},\\
n_{T,a}^1&=n_a^1+n_{Zc}^a,\\
\tilde n_{T,a}^1&=\tilde n_a^1+\hat n_a+\tilde n_{Zc}^a,
\qquad \Delta_a=n_{T,a}^1-\tilde n_{T,a}^1.
\end{aligned}
\end{equation}
Adding $\sum_a\Delta_a$ to $\tilde n_T$ removes $\hat n$ and $\tilde n_{Zc}$, adds $n_{Zc}$, and turns $\tilde n$ into $n$. Therefore
\begin{equation}
n_T=\tilde n_T+\sum_a\Delta_a.
\label{eq:split}
\end{equation}
So far charge has only been rearranged.

The rearrangement is useful because $\Delta_a$ produces no potential outside its sphere. For a point with $s>s'$, the Coulomb kernel has the expansion
\begin{equation}
\frac1{|\mathbf s-\mathbf s'|}=
\sum_{lm}\frac{4\pi}{2l+1}\frac{s'^l}{s^{l+1}}
Y_{lm}(\hat{\mathbf s})Y_{lm}^*(\hat{\mathbf s}').
\end{equation}
Multiplication by $\Delta_a(\mathbf s')$ and integration gives, outside $\Omega_a$,
\begin{equation}
w_a\equiv v_H[\Delta_a]
=\sum_{lm}\frac{4\pi}{2l+1}\frac{q_{lm}^a}{s^{l+1}}Y_{lm}(\hat{\mathbf s}),
\quad
q_{lm}^a=\int_{\Omega_a}\Delta_a s^lY_{lm}^*\,d^3s.
\end{equation}
The valence part of $\Delta_a$ has no moments by Eq.~(\ref{eq:moments}). The ionic part $n_{Zc}^a-\tilde n_{Zc}^a$ is spherical, so its moments with $l>0$ vanish by angular integration; its $l=0$ moment vanishes because the two charges are equal. Hence $w_a=0$ outside $\Omega_a$.

The numerical check integrates the Coulomb kernel directly for $l=0,1,2$, with two radial shapes for each $l$. On the symmetry axis the kernel contains $s'^lP_l/D^{l+1}$, where $D$ is the distance of the observer. At $D=5.1962$ bohr, densities with unit moments $\int\rho s^lP_l\,d^3s$ give potentials $0.1925$, $0.0370$ and $0.0071$ hartree per electron charge. Both shapes give the same potential. Matching the charge alone would therefore leave an external dipole or quadrupole field whenever those moments differ.

Insert Eq.~(\ref{eq:split}) into the energy. Symmetry of the Coulomb integral gives
\begin{equation}
\tfrac12(n_T|n_T)=\tfrac12(\tilde n_T|\tilde n_T)
+\sum_a(\Delta_a|\tilde n_T)
+\tfrac12\sum_{ab}(\Delta_a|\Delta_b).
\end{equation}
For $a\ne b$, $(\Delta_a|\Delta_b)=\int w_a\Delta_b\,d^3r=0$, since $\Delta_b$ lies where $w_a$ vanishes. The middle term needs only the smooth charge inside the sphere:
\begin{equation}
(\Delta_a|\tilde n_T)=\int_{\Omega_a}w_a\tilde n_T\,d^3r.
\end{equation}
There $\tilde n_T=\tilde n+\hat n_a+\tilde n_{Zc}^a$, because compensation and ionic charges of other atoms do not enter the sphere. If the smooth partial-wave expansion is complete for the density, so that $\tilde n=\tilde n_a^1$ in $\Omega_a$, then $\tilde n_T$ may be replaced there by $\tilde n_{T,a}^1$.

Let $(f|g)_a$ denote a Coulomb integral in which both charges are restricted to $\Omega_a$. The terms belonging to this atom become
\begin{equation}
\begin{aligned}
&(\Delta_a|\tilde n_{T,a}^1)_a+\tfrac12(\Delta_a|\Delta_a)_a\\
&=(n_{T,a}^1|\tilde n_{T,a}^1)_a-(\tilde n_{T,a}^1|\tilde n_{T,a}^1)_a\\
&\quad+\tfrac12(n_{T,a}^1|n_{T,a}^1)_a-(n_{T,a}^1|\tilde n_{T,a}^1)_a
+\tfrac12(\tilde n_{T,a}^1|\tilde n_{T,a}^1)_a\\
&=\tfrac12(n_{T,a}^1|n_{T,a}^1)_a
-\tfrac12(\tilde n_{T,a}^1|\tilde n_{T,a}^1)_a .
\end{aligned}
\end{equation}
The mixed terms cancel. Thus
\begin{equation}
E_{\rm PAW}=\tfrac12(\tilde n_T|\tilde n_T)
+\sum_a\left[\tfrac12(n_{T,a}^1|n_{T,a}^1)_a
-\tfrac12(\tilde n_{T,a}^1|\tilde n_{T,a}^1)_a\right].
\label{eq:three}
\end{equation}
The second sphere term removes a smooth contribution already counted in the first term, and the first sphere term supplies its true counterpart. No potential from outside has to be inserted into these two sphere energies: their difference responds to an external field only through the moments of $\Delta_a$, which vanish.

If the partial-wave expansion is incomplete, Eq.~(\ref{eq:three}) is an approximation for the energy of the reconstructed density. The replacement in the middle term is the sole approximation, so its error follows at once:
\begin{equation}
E_{\rm exact}-E_{\rm PAW}
=\sum_a\int_{\Omega_a}w_a(\tilde n-\tilde n_a^1)\,d^3r.
\label{eq:error}
\end{equation}
The density error is weighted by a potential that reaches zero at the sphere boundary. Its sign is not fixed, so the incomplete formula provides neither an upper nor a lower bound in general.

Now separate electrons from ions. With $N=\tilde n+\hat n$, the first term of Eq.~(\ref{eq:three}) is
\begin{equation}
\tfrac12(\tilde n_T|\tilde n_T)=E_H[N]+\int v_H[\tilde n_{Zc}]N\,d^3r
+\tfrac12(\tilde n_{Zc}|\tilde n_{Zc}).
\end{equation}
The factor one half disappears from the mixed term because it occurs twice in the square. Put $N_a^1=\tilde n_a^1+\hat n_a$ and $E_H^a[f]=\tfrac12(f|f)_a$. The sphere squares give
\begin{equation}
\begin{aligned}
\tfrac12(n_{T,a}^1|n_{T,a}^1)_a
&=E_H^a[n_a^1]+(n_{Zc}^a|n_a^1)_a+\tfrac12(n_{Zc}^a|n_{Zc}^a)_a,\\
\tfrac12(\tilde n_{T,a}^1|\tilde n_{T,a}^1)_a
&=E_H^a[N_a^1]+(\tilde n_{Zc}^a|N_a^1)_a
+\tfrac12(\tilde n_{Zc}^a|\tilde n_{Zc}^a)_a .
\end{aligned}
\end{equation}
After the nuclear self-energy has been removed, the last term of the first line is the fixed core energy
\begin{equation}
E_{\rm core}^a=\tfrac12(n_c^a|n_c^a)+(n_Z^a|n_c^a).
\end{equation}
It contains the repulsion of the core electrons and their attraction to the nucleus.

The remaining purely ionic terms combine as
\begin{equation}
\tfrac12(\tilde n_{Zc}|\tilde n_{Zc})
-\tfrac12\sum_a(\tilde n_{Zc}^a|\tilde n_{Zc}^a)
=\tfrac12\sum_{a\ne b}(\tilde n_{Zc}^a|\tilde n_{Zc}^b).
\end{equation}
Outside its sphere, ion $b$ has the potential $-Z_b^{\rm ion}/|\mathbf r-\mathbf R_b|$. This function is harmonic throughout $\Omega_a$, so its average over each spherical shell around $\mathbf R_a$ equals its value at the centre. Integration against the charge $-Z_a^{\rm ion}$ gives
\begin{equation}
(\tilde n_{Zc}^a|\tilde n_{Zc}^b)
=\frac{Z_a^{\rm ion}Z_b^{\rm ion}}{|\mathbf R_a-\mathbf R_b|}.
\end{equation}
The spread ions therefore repel each other as point ions do. Their artificial self-energies have already cancelled. For a finite system, the desired ionic energy is the pair sum
\begin{equation}
U=\frac12\sum_{a\ne b}\frac{Z_a^{\rm ion}Z_b^{\rm ion}}
{|\mathbf R_a-\mathbf R_b|}.
\end{equation}
In a crystal this sum is not convergent by itself, and the average potential of the spread ions needs separate treatment.

For a finite system, the energy of the full charge is now a smooth energy plus a difference of two energies in each sphere, exact when the smooth partial-wave expansion is complete. What remains is the crystal, where the ionic pair sum and the average potential of the spread ions must be given a definite meaning, and a numerical test of the resulting formula.
